\section*{Layer-Growth Oscillations and the Size of the Simulation Cell}

\section*{Question}

In a kinetic Monte Carlo simulation of epitaxial growth, the surface signal oscillates as atomic layers fill. Why does the strength of these oscillations depend on the size of the periodic cell, and does a larger cell damp them later or earlier?

\section{Mechanism: one phase or many}

Layer growth has a phase: the fraction of the current layer that is filled. Atoms arrive at random, so different parts of a surface tend to run ahead or fall behind. Surface diffusion carries atoms between them and keeps neighbouring regions in step, but over a limited distance. The layer-coherence length is the distance over which this exchange can hold a common phase.

A cell shorter than this length has one phase. Its layers keep filling in turn, and its oscillations persist. A longer cell contains regions that drift apart, and their contributions cancel in the spatial average. At equal deposited amount, damping is therefore delayed by making the cell smaller. Enlarging the cell brings the damping in, until the cell is long enough for its size to cease to matter.

The trend is reversed when signals from many small cells are averaged at equal time, because each cell has received a different random number of atoms. The cells then dephase from one another, and the smallest do so first. The two comparisons must be kept apart: the \emph{count clock} compares cells at equal deposited amount, the \emph{time clock} at equal elapsed time.

\section{Model and signal}

Take a one-dimensional solid-on-solid surface with $N$ sites, periodic and initially flat. The flux is one layer per unit time, so a cell receives atoms at total rate $N$. An atom without a lateral neighbour hops at total rate $D$, half in each direction; once it has a lateral neighbour it stays. There is no extra barrier at step edges. With $M$ mobile atoms the total event rate is $N+DM$. Kinetic Monte Carlo draws an exponential waiting time with this rate, then chooses a deposition with probability $N/(N+DM)$ and otherwise a hop of a random mobile atom. Lengths are in sites and heights in layers.

The signal is the anti-phase amplitude
\begin{equation}
S=\frac1N\sum_{i=1}^{N}(-1)^{h_i},
\end{equation}
in which successive layers scatter with opposite sign; the kinematic intensity is $S^2$. If $n$ layers are full and a fraction $x$ of the next is filled,
\begin{equation}
S=(-1)^n\left[(1-x)-x\right]=(-1)^n(1-2x).
\label{eq:ideal}
\end{equation}
Thus $S$ has period two layers and $S^2$ has period one. At complete layers I use $A_n=(-1)^n\langle S\rangle$, averaged over runs. It equals one for perfect layers. Because $S$ is a site average, $\langle S\rangle$ has no finite-size floor, whereas $\langle S^2\rangle$ contains the variance of $S$.

\section{How long can one cell stay in step?}

An estimate shows what sets the coherence length here. Suppose one vacancy remains in the top layer and an atom lands $x$ sites from it on the ring. Let $T(x)$ be the mean number of hops to the vacancy. The first hop costs one and leads to either neighbour with equal probability:
\begin{equation}
T(x)=1+\tfrac12\left[T(x+1)+T(x-1)\right],\qquad T(0)=T(N)=0.
\end{equation}
The solution is $T(x)=x(N-x)$, since the half-sum of its neighbouring values is $x(N-x)-1$. Averaged over $x$, it is about
\begin{equation}
\frac1N\int_0^N x(N-x)\,dx=\frac{N^2}{6}.
\end{equation}
The next atom arrives after a mean time $1/N$, in which a mobile atom makes $D/N$ hops. The last vacancy is more likely than not to be filled before that arrival if $N^2/6<D/N$, or
\begin{equation}
N<N_*=(6D)^{1/3}.
\label{eq:search}
\end{equation}
For $D=1000$ this gives $N_*\approx18$; for $D=10000$ it gives $39$. This is an estimate of the crossover, not a derivation of the asymptotic scaling of the coherence length. It concerns only the last vacancy: an island can also nucleate on top earlier in the filling, so a cell just below $N_*$ does not usually complete its layers perfectly.

\section{From phase spread to damping}

Average the height over a block large enough to smooth out single atoms, and write this coarse height as $\theta+\delta$, where $\theta$ is the mean deposited amount. Keep the first harmonic of the local signal, $a\cos[\pi(\theta+\delta)]$. If $\delta$ is Gaussian with mean zero and variance $W^2$, completing the square gives
\begin{align}
\langle e^{i\pi\delta}\rangle
&=\int\frac{d\delta}{\sqrt{2\pi W^2}}\,
\exp\left[-\frac{(\delta-i\pi W^2)^2}{2W^2}-\frac{\pi^2W^2}{2}\right]\nonumber\\
&=e^{-\pi^2W^2/2}.
\end{align}
The result is real, so
\begin{equation}
\langle S\rangle=a\,e^{-\pi^2W^2/2}\cos\pi\theta .
\label{eq:damp}
\end{equation}
The amplitude falls to $1/e$ of its undamped value at $W^2=2/\pi^2$. In a large cell, where $S$ hardly fluctuates, the intensity carries the square of this factor.

\subsection{Internal fluctuations in a solvable case}

To see how $W^2$ depends on size, consider linear smoothing that conserves atoms:
\begin{equation}
\frac{\partial h}{\partial t}=1-K\frac{\partial^4h}{\partial x^4}+\eta,
\qquad
\langle\eta(x,t)\eta(x',t')\rangle=\delta(x-x')\delta(t-t').
\end{equation}
The noise has unit strength because the number of atoms arriving at a site in time $dt$ is Poisson distributed, with variance equal to its mean $dt$. This equation is an illustration; the Monte Carlo surface may obey a nonlinear one.

For the Fourier modes $h_q=N^{-1/2}\int_0^N dx\,h\,e^{-iqx}$ with $q=2\pi m/N$, the variance obeys
\begin{equation}
\frac{d}{dt}\langle|h_q|^2\rangle=-2Kq^4\langle|h_q|^2\rangle+1 ,
\end{equation}
the first term from smoothing and the second from noise. Starting flat and summing over modes,
\begin{equation}
W^2_{\rm int}=\frac1N\sum_{q\ne0}\frac{1-e^{-2Kq^4t}}{2Kq^4}.
\label{eq:modes}
\end{equation}
The mode $q=0$ is the cell's mean height. On the count clock it does not fluctuate. On the time clock it adds $t/N$, the limit of the summand as $q\to0$ divided by $N$.

At long times the exponentials vanish. The two signs of $m$ give a factor of two, and $\sum_{m\ge1}m^{-4}=\pi^4/90$:
\begin{equation}
W^2_{\rm sat}=\frac{2}{N}\,\frac{N^4}{2K(2\pi)^4}\,\frac{\pi^4}{90}
=\frac{N^3}{1440K}.
\label{eq:sat}
\end{equation}
A finite cell thus stops losing phase coherence. Its amplitude never reaches $1/e$ if $W^2_{\rm sat}<2/\pi^2$, that is, if
\begin{equation}
N<N_c=\left(\frac{2880K}{\pi^2}\right)^{1/3}.
\end{equation}

For an infinite cell the sum becomes an integral. With $y=(2Kt)^{1/4}q$,
\begin{align}
W^2_\infty
&=\frac{1}{2\pi K}\int_0^\infty\frac{1-e^{-2Kq^4t}}{q^4}\,dq\nonumber\\
&=\frac{(2Kt)^{3/4}}{2\pi K}\int_0^\infty\frac{1-e^{-y^4}}{y^4}\,dy .
\end{align}
Integrate by parts. The boundary term $-(1-e^{-y^4})/(3y^3)$ vanishes at both ends, leaving
\begin{equation}
\int_0^\infty\frac{1-e^{-y^4}}{y^4}\,dy
=\frac43\int_0^\infty e^{-y^4}dy=\frac{\Gamma(1/4)}{3},
\end{equation}
and therefore
\begin{equation}
W^2_\infty=\frac{\Gamma(1/4)}{2^{1/4}\,3\pi}\,\frac{t^{3/4}}{K^{1/4}} .
\label{eq:inf}
\end{equation}
This grows without limit, so an infinite surface does damp. As long as the smoothing length $(2Kt)^{1/4}$ is much shorter than the cell, the sum over all modes is close to the integral. Removing the zero mode then gives
\begin{equation}
W^2_{\rm int}\simeq W^2_\infty-\frac tN .
\label{eq:finite}
\end{equation}
The missing $t/N$ is the fluctuation that the fixed atom count forbids. It delays damping, by less and less as $N$ grows.

For $K=1000$ sites$^4$ per layer time, $N_c=(2.88\times10^6/\pi^2)^{1/3}=66.3$ sites. Cells of 16, 32 and 64 sites never reach $1/e$ on the count clock. Cells of 128, 256 and 1024 sites reach it after 7.5, 6.2 and 5.5 layers, approaching the infinite-cell value of 5.4. This is the size dependence in its plainest form: first damping that stops short of $1/e$, then late damping, then a common limit. The first group is not undamped: by equation~\eqref{eq:sat} the amplitude of the 64-site cell settles at $e^{-\pi^2\times0.182/2}\approx0.41$ of its undamped value, and that of the 16-site cell at 0.99.

\subsection{Random arrivals on the time clock}

Now consider a locked cell whose signal follows its own atom count $k$ as $a\cos(\pi k/N)$. At time $t$, $k$ is Poisson distributed with mean $Nt$, so
\begin{align}
\langle e^{i\pi k/N}\rangle
&=e^{-Nt}\sum_{k=0}^{\infty}\frac{(Nt\,e^{i\pi/N})^k}{k!}
=\exp\left[Nt\left(e^{i\pi/N}-1\right)\right].
\end{align}
Its modulus is
\begin{equation}
\exp\left[-Nt\left(1-\cos\frac{\pi}{N}\right)\right]
\simeq\exp\left(-\frac{\pi^2t}{2N}\right),\qquad N\gg\pi ,
\label{eq:poisson}
\end{equation}
with a $1/e$ time of $2N/\pi^2$ layers. Here a larger cell does damp later, as long as it remains locked. No individual surface has become rougher; the average combines cells at different stages of filling.

Averaging intensities over runs does not avoid this. Since $\cos^2(\pi k/N)=\frac12[1+\cos(2\pi k/N)]$, the oscillating part has twice the phase and, for large $N$, decays as $e^{-2\pi^2t/N}$, four times faster. A constant half remains. A single run, plotted against its own deposited amount, keeps its full contrast.

In the linear model, internal damping takes over as $N$ grows. With $K=1000$, and with the lattice fourth difference in place of $q^4$ (which shifts the values by about 0.01), the time-clock $1/e$ times are 3.19, 5.75 and 5.31 layers for 16, 32 and 64 sites, and close to 5.4 beyond. The rise is thus not monotonic. The variance in a periodic cell is the infinite-surface height covariance summed over all periodic images. At $N=32$ the images contribute a net negative amount, which delays damping slightly beyond the infinite-cell time.

\section{Numbers from growth simulations}

The Monte Carlo runs use the round value $D=1000$ hops per layer time and 25 layers, with no material implied. On the count clock, averages over the indicated complete layers are as follows. The contrast is $\langle S^2\rangle$ at complete layers minus its value at half-filled layers, for layers 16 to 24.

\begin{center}
\begin{tabular}{rcccc}
\hline
$N$ & $A$ (1--5) & $A$ (6--10) & $A$ (16--25) & contrast\\
\hline
8 & 0.91 & 0.92 & 0.90 & 0.88\\
16 & 0.54 & 0.52 & 0.49 & 0.37\\
24 & 0.35 & 0.23 & 0.19 & 0.10\\
32 & 0.25 & 0.12 & 0.14 & 0.06\\
64 & 0.21 & 0.10 & 0.00 & 0.00\\
512 & 0.15 & 0.03 & 0.00 & 0.00\\
\hline
\end{tabular}
\end{center}

The 8-site cell shows almost perfect layer growth throughout. The 512-site cell, with the same flux and the same hopping rate, has lost its signal. A simulation confined to 8 sites would report lasting oscillations where the extended model has none. The 16-site cell keeps about half the ideal amplitude. If only the layers next to the nominal top layer are involved, a vacancy fraction $x$ is balanced by an equal fraction of atoms one layer up. Then $S=1-4x$ in magnitude, and $A=0.49$ means $x\approx0.13$. A locked cell can therefore have imperfect layers; what persists is their common phase.

Between 16 and 32 sites the late amplitude drops from 0.49 to 0.14, in line with the estimate $N_*\approx18$. The 32-site value rests on 48 cells and is uncertain by a few hundredths. Raising $D$ to 10000 at fixed $N=32$ brings it back to 0.61. The search for the last vacancy takes about $32^2/6\approx171$ hops. The interval between arrivals allows 31 hops at the lower mobility and 313 at the higher. A cell is therefore small or large relative to a length that depends on mobility, not by its number of sites alone.

\subsection{Is the signal lost by dephasing?}

Divide the 512-site cell into 16-site blocks. Over layers 16 to 25 the variance of their mean heights is $1.08$ layers$^2$. Equation~\eqref{eq:damp} then gives a common-phase factor
\begin{equation}
\exp\left(-\frac{\pi^2}{2}\times1.08\right)\approx0.005,
\end{equation}
and the measured average of $\cos[\pi(H_b-n)]$, with $H_b$ the block height, is 0.000. With 192 blocks its sampling error is up to about $1/\sqrt{2\times192}\approx0.05$ if they are nearly independent, so both values are consistent with a lost common phase. Being so close to zero, they do not discriminate between a Gaussian and another broad distribution.

For comparison, suppose atoms stayed in the block where they landed. With the total count fixed, the variance at layer $n$ for blocks of $b$ sites would be $(n/b)(1-b/N)$. The mean layer number in this window is 20.5, giving $1.24$ layers$^2$ for $b=16$ and $2.52$ for $b=8$. The simulated values are 1.08 and 1.39. In these runs diffusion thus removes roughly half of the imbalance between 8-site blocks, and a smaller part of that between 16-site blocks. The size of the smaller part is poorly determined: the variance comes from 192 blocks, and its sampling error is up to about $\sqrt{2/192}\approx10\%$ if they are nearly independent and Gaussian. The exchange becomes less effective as the distance grows.

Local layering should survive even when the common phase does not. To look for it, multiply each 8-site block's signal $S_b$ by $\cos(\pi H_b)$, which refers it to the block's own phase. For ideal two-level blocks with uniformly distributed filling $x$, equation~\eqref{eq:ideal} gives
\begin{equation}
\int_0^1(1-2x)\cos(\pi x)\,dx=\frac{4}{\pi^2}\approx0.41,
\end{equation}
because $\int_0^1\cos\pi x\,dx=0$ and $\int_0^1x\cos\pi x\,dx=-2/\pi^2$. The 512-site surface gives 0.29, about 70\% of this ideal value, although its ordinary late amplitude is 0.004. The same average for random deposition without diffusion is 0.002, which is consistent with zero within its sampling error. The 512-site surface thus still consists of terraces several sites wide, at heights that are out of step with one another. The average is taken from single profiles, so a static staircase with terraces of similar width would give a similar value; it does not show that each block fills its layers in turn.

\subsection{The same runs on the time clock}

For $N=8$ and $16$, the signal at time $t$ can be predicted from the count record $\langle S\rangle_k$ through
\begin{equation}
\langle S\rangle(t)=\sum_{k=0}^{\infty}e^{-Nt}\frac{(Nt)^k}{k!}\,\langle S\rangle_k .
\end{equation}
This assumes that, once $k$ is known, the mean signal does not depend further on $t$. After three layer times the predicted amplitudes are 0.12 and 0.20, and the separately recorded ones are 0.11 and 0.20. Averaged over $t=2$ to $5$, the recorded amplitude rises from 0.10 at 8 sites to 0.17 at 16. This is the delay with increasing size described by equation~\eqref{eq:poisson}. It does not continue: the values are 0.17, 0.14, 0.13 and 0.10 for 24, 32, 64 and 512 sites, where internal dephasing limits the signal. These four averages come from few cells, so the differences among them do not establish a further trend with size.

\section{What carries over to real growth}

The result bears on simulations of electron-diffraction or X-ray oscillations during epitaxy. The ratio $D=1000$ is low: molecular-beam epitaxy often works at hopping-to-deposition ratios of roughly $10^5$ or more, where the coherence length is longer. Real surfaces are also two-dimensional, and may have step-edge barriers, atoms that detach from islands, and steps due to miscut. The lengths found here cannot be transferred to them.

One further real effect is easily estimated. If the flux varies across the probed area with relative standard deviation $\sigma$, the thickness variance is $(\sigma t)^2$. For a Gaussian spread, setting it equal to $2/\pi^2$ gives the amplitude a $1/e$ time of $\sqrt2/(\pi\sigma)$, or about 45 layers for $\sigma=1\%$. Experiments record intensity. If distant parts of the probed area add as intensities, the oscillation has twice the phase, and the time is halved to about 23 layers. Experimental damping therefore need not measure the coherence length.

For a simulation meant to represent an extended surface, the cell should be enlarged at fixed growth conditions until the signal stops changing over the layers of interest. In the table, 64 and 512 sites agree for layers 16 to 25, but differ for layers 6 to 10 (0.10 against 0.03). Without an estimate of the sampling error, that difference cannot be assigned to cell size alone, so convergence at early layers is not established. The comparison must be repeated when temperature or flux changes, because both alter the coherence length. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
KMC: D = 1000 hops per layer time, 25 layers
Count clock, A = signed amplitude at complete layers (no unit)
N(sites) cells  A(1-5)  A(6-10)  A(16-25)  intensity contrast(16-24)
     8    512    0.906    0.919    0.902      0.877
    16    256    0.538    0.518    0.492      0.367
    24     64    0.347    0.234    0.194      0.098
    32     48    0.248    0.123    0.141      0.057
    64     24    0.210    0.096    0.001      0.004
   512      6    0.150    0.032    0.004      0.000
N = 32, D = 10000, 16 cells: A(16-25) = 0.610
Variance of 8-site block heights, layers 16-25 (layers^2)
  N =    8: 0.0000
  N =   16: 0.0732
  N =   24: 0.2301
  N =   32: 0.4601
  N =   64: 0.8897
  N =  512: 1.3918
N = 512, variance of 16-site block heights: 1.0775 layers^2
N = 512, common phase factor of 16-site blocks: 0.000
N = 512, Gaussian factor from that variance:    0.005
N = 512, 8-site block amplitude in own phase:   0.294
Same estimator, random deposition control:       0.002
Time clock, run-averaged signed amplitude (no unit)
N(sites)  A(t=1-3)  A(t=2-5)  A(t=16-25)  2N/pi^2 (layers)
     8     0.229     0.097     0.005         1.62
    16     0.284     0.172    -0.014         3.24
    24     0.254     0.174     0.009         4.86
    32     0.244     0.138    -0.000         6.48
    64     0.247     0.134     0.014        12.97
   512     0.238     0.103    -0.002       103.75
Time clock: t (layers), N=8 predicted, measured, N=16 predicted, measured
  1  0.393  0.377  0.376  0.372
  2  0.228  0.203  0.254  0.276
  3  0.116  0.105  0.197  0.204
  4  0.064  0.054  0.144  0.133
  5  0.037  0.026  0.107  0.074
  6  0.013  0.026  0.076  0.053
Linear model: K = 1000 sites^4 per layer time
  saturated W2, N = 64: sum 0.18249, formula 0.18204 layers^2
  infinite W2, t = 20: sum 0.54438, formula 0.54403 layers^2
  coherence length N_c = 66.3 sites
  infinite-cell 1/e damping time = 5.36 layers
  N(sites), 1/e time on count clock, on time clock (layers; inf = never)
     16       inf      3.19
     32       inf      5.75
     64       inf      5.31
    128      7.51      5.35
    256      6.22      5.35
   1024      5.54      5.35
\end{verbatim}
